# Imaginary-frequency response from occupied orbitals and full Green functions: a program that tests the result

```python
# Result under test: the independent-particle density response at imaginary
# frequency i*omega is a sum over occupied orbitals of full Green functions,
#   X(x,y) = sum_i f_i [ u_i*(x) u_i(y) G(x,y; e_i + i omega)
#                      + u_i(x) u_i*(y) G(y,x; e_i - i omega) ],
# and its occupied-occupied terms cancel for equal occupations f_i.
# G(z) = (z - H)^-1; u_i, e_i: eigenvectors (unit norm on the grid), energies.
# X = h^2 chi0 maps a potential at grid points to electron-number changes.
# Model: ring with a vector potential, hence complex orbitals. Atomic units.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants

length, npts, vec_pot = 12.0, 24, 0.1
amp1, amp2 = 0.3, 0.2
h = length / npts
x = h * np.arange(npts)
one = np.eye(npts)
H = np.diag(1 / h**2 - amp1 * np.cos(2 * np.pi * x / length)
            + amp2 * np.sin(4 * np.pi * x / length)).astype(complex)
for p in range(npts):
    q = (p + 1) % npts
    H[p, q] += -np.exp(1j * vec_pot * h) / (2 * h**2)
    H[q, p] += -np.exp(-1j * vec_pot * h) / (2 * h**2)
e, U = np.linalg.eigh(H)
nocc = 3
f_full = np.array([2.0, 2.0, 2.0])
f_frac = np.array([2.0, 2.0, 1.4, 0.6])
omega = 0.5
w = np.cos(2 * np.pi * x / length)      # dimensionless potential shape


def branches(f, om, keep=None, shift=0.0):
    """Orbital-resolved plus and minus branches from matrix inverses."""
    plus, minus = [], []
    for i, fi in enumerate(f):
        u = U[:, i]
        gp = np.linalg.inv((e[i] + shift + 1j * om) * one - H)
        gm = np.linalg.inv((e[i] + shift - 1j * om) * one - H)
        if keep is not None:
            gp, gm = keep @ gp, keep @ gm
        plus.append(fi * np.outer(u.conj(), u) * gp)
        minus.append(fi * np.outer(u, u.conj()) * gm.T)
    return np.array(plus), np.array(minus)


def response(f, om, keep=None, shift=0.0):
    plus, minus = branches(f, om, keep, shift)
    return (plus + minus).sum(axis=0)


def pair_sum(f, om):
    """Double sum over all orbital pairs with occupation differences."""
    occ = np.zeros(npts)
    occ[:len(f)] = f
    total = np.zeros((npts, npts), complex)
    for j in range(npts):
        for k in range(npts):
            if occ[j] != occ[k]:
                d = U[:, j].conj() * U[:, k]
                total += ((occ[j] - occ[k]) * np.outer(d, d.conj())
                          / (1j * om + e[j] - e[k]))
    return total


def propagate(strength, nstates=4, duration=50.0):
    """Densities at t=0 after growth of strength*w*exp(omega t)."""
    def rhs(t, y):
        c = y.reshape(npts, nstates)
        pot = strength * np.exp(omega * t) * w
        return (-1j * (H @ c + pot[:, None] * c)).ravel()
    start = U[:, :nstates].astype(complex).ravel()
    sol = solve_ivp(rhs, (-duration, 0.0), start, method="DOP853",
                    rtol=1e-11, atol=1e-13, t_eval=[0.0])
    assert sol.success
    return np.abs(sol.y[:, -1].reshape(npts, nstates))**2


def expect(m):
    return w @ m @ w


# Full Green-function formula against time propagation and pair sums
X = response(f_full, omega)
step = 2e-4
dens = (propagate(step) - propagate(-step)) / (2 * step)
dn_time = dens[:, :nocc] @ f_full
dn_green = X @ w
err_time = np.max(np.abs(dn_time - dn_green))
assert np.max(np.abs(dn_time)) > 1e-2
assert err_time < 1e-5                  # finite-difference error in strength
X_ov = pair_sum(f_full, omega)          # only occupied-empty pairs survive
err_pair = np.max(np.abs(X - X_ov))
assert err_pair < 1e-11
assert np.max(np.abs(X.imag)) < 1e-11
asym = np.max(np.abs(X - X.T))
assert asym > 1e-5                      # time reversal is really broken
assert np.max(np.abs(response(f_full, -omega) - X.T)) < 1e-11

# Occupied-occupied part, by branch and by orbital
P = U[:, :nocc] @ U[:, :nocc].conj().T
Q = one - P
oo_plus, oo_minus = branches(f_full, omega, keep=P)
oo_size = np.max(np.abs(oo_plus.sum(axis=0)))
oo_left = np.max(np.abs((oo_plus + oo_minus).sum(axis=0)))
assert oo_size > 1e-3 and oo_left < 1e-12
assert np.max(np.abs(response(f_full, omega, keep=Q) - X)) < 1e-11
fp, fm = branches(f_full, omega)
qp, qm = branches(f_full, omega, keep=Q)
full_orb = np.array([expect(m).real for m in fp + fm])
proj_orb = np.array([expect(m).real for m in qp + qm])
diff_orb = full_orb - proj_orb
W = U[:, :nocc].conj().T @ (w[:, None] * U[:, :nocc])
gap_ij = e[:nocc, None] - e[None, :nocc]
law = (4 * np.abs(W)**2 * gap_ij / (gap_ij**2 + omega**2)).sum(axis=1)
assert np.max(np.abs(diff_orb - law)) < 1e-11
assert np.max(np.abs(diff_orb)) > 1e-3 and abs(diff_orb.sum()) < 1e-11
C = W / (1j * omega + e[None, :nocc] - e[:nocc, None])
rot = U[:, :nocc] @ C                   # first-order mixing inside occupied set
dn_rot = 2 * 2 * np.real(U[:, :nocc].conj() * rot).sum(axis=1)
assert np.max(np.abs(C + C.conj().T)) < 1e-12
assert np.max(np.abs(dn_rot)) < 1e-12

# Fractional occupations: full formula holds, projection does not
Xf = response(f_frac, omega)
P4 = U[:, :4] @ U[:, :4].conj().T
Xf_proj = response(f_frac, omega, keep=one - P4)
assert np.max(np.abs(Xf - pair_sum(f_frac, omega))) < 1e-11
assert np.max(np.abs(Xf @ w - dens @ f_frac)) < 1e-5
frac_time = w @ (dens @ f_frac)
assert abs(expect(Xf) - expect(Xf_proj)) > 1e-3

# Energy error: false response to a uniform unit potential
small_om, delta = 0.01, 1e-5
ones = np.ones(npts)
false = (ones @ response(f_full, small_om, shift=delta) @ ones).real
false_law = f_full.sum() * 2 * delta / (delta**2 + small_om**2)
false_q = (ones @ response(f_full, small_om, keep=Q, shift=delta) @ ones).real
clean = (ones @ response(f_full, small_om) @ ones).real
assert abs(false - false_law) < 1e-7
assert abs(false_q) < 1e-8 and abs(clean) < 1e-7

# Direct RPA correlation energy: quadrature against excitation energies
chord = length / np.pi * np.sin(np.pi * np.abs(x[:, None] - x) / length)
v = 1 / np.sqrt(chord**2 + 1)


def rpa_energy(nodes):
    t, wt = np.polynomial.legendre.leggauss(nodes)
    total = 0.0
    for tk, wk in zip(t, wt):
        om = (1 + tk) / (1 - tk)
        xv = response(f_full, om).real @ v
        sign, logdet = np.linalg.slogdet(one - xv)
        assert sign > 0
        total += wk * 2 / (1 - tk)**2 * (logdet + np.trace(xv))
    return total / (2 * np.pi)


ec_quad, ec_coarse = rpa_energy(48), rpa_energy(24)
pairs = [(i, a) for i in range(nocc) for a in range(nocc, npts)]
D = np.array([U[:, i].conj() * U[:, a] for i, a in pairs])
A = np.diag([e[a] - e[i] for i, a in pairs]) + 2 * D.conj() @ v @ D.T
B = 2 * D.conj() @ v @ D.conj().T
roots = np.linalg.eigvals(np.block([[A, B], [-B.conj(), -A.conj()]]))
assert np.max(np.abs(roots.imag)) < 1e-7
positive = np.sort(roots.real[roots.real > 0])
assert len(positive) == len(pairs)
ec_roots = 0.5 * (positive.sum() - np.trace(A).real)
assert abs(ec_quad - ec_roots) < 1e-8 and ec_quad < -1e-4
hartree_ev = physical_constants["Hartree energy in eV"][0]

print(f"ring length {length:.1f} bohr, points {npts}, spacing {h:.2f} bohr")
print(f"potential amplitudes {amp1:.2f}, {amp2:.2f} hartree")
print(f"vector potential {vec_pot:.2f} a.u.; omega {omega:.2f} hartree")
for i in range(4):
    print(f"orbital energy {i+1}: {e[i]:.6f} hartree")
print(f"gap between orbitals 3 and 4: {e[3]-e[2]:.6f} hartree")
for i in range(nocc):
    print(f"|W_ij|^2, i={i+1}, j=1..3 (no unit):",
          " ".join(f"{z:.6f}" for z in np.abs(W[i])**2))
print("Response w.X.w, all in 1/hartree:")
print(f"  full Green functions      {expect(X).real:.8f}")
print(f"  occupied-empty sum        {expect(X_ov).real:.8f}")
print(f"  time propagation          {w @ dn_time:.8f}")
print(f"  largest pointwise error, propagation {err_time:.1e}")
print(f"  largest element error, pair sum      {err_pair:.1e}")
print(f"  largest |X - X transposed|           {asym:.6f}")
print("Per orbital, 1/hartree: full, projected, difference")
for i in range(nocc):
    print(f"  {i+1}: {full_orb[i]:.6f} {proj_orb[i]:.6f} {diff_orb[i]:.6f}")
print(f"  sums: {full_orb.sum():.6f} {proj_orb.sum():.6f}"
      f" {abs(diff_orb.sum()):.1e} (last: absolute value)")
zp, zm = expect(oo_plus.sum(axis=0)), expect(oo_minus.sum(axis=0))
print("Occupied-occupied part of w.X.w, imaginary part, 1/hartree:")
print(f"  plus branch {zp.imag:.6f}, minus branch {zm.imag:.6f}")
print(f"  largest real part of either {max(abs(zp.real), abs(zm.real)):.1e}")
print(f"  largest matrix element: plus {oo_size:.6f}, sum {oo_left:.1e}")
print("Fractional occupations", f_frac, "w.X.w in 1/hartree:")
print(f"  full Green functions {expect(Xf).real:.6f}")
print(f"  time propagation     {frac_time:.6f}")
print(f"  four orbitals projected out {expect(Xf_proj).real:.6f}")
print(f"Energy error {delta:.0e} hartree at omega {small_om:.2f} hartree:")
print(f"  false uniform response {false:.6f} 1/hartree")
print(f"  predicted              {false_law:.6f} 1/hartree")
print(f"  with projector, size   {abs(false_q):.1e} 1/hartree")
print("Direct RPA correlation energy, softening length 1 bohr:")
print(f"  quadrature, 24 nodes {ec_coarse:.8f} hartree")
print(f"  quadrature, 48 nodes {ec_quad:.8f} hartree")
print(f"  excitation energies  {ec_roots:.8f} hartree")
print(f"  converted            {ec_quad*hartree_ev:.5f} eV")
print("success")
```

Output:

```
ring length 12.0 bohr, points 24, spacing 0.50 bohr
potential amplitudes 0.30, 0.20 hartree
vector potential 0.10 a.u.; omega 0.50 hartree
orbital energy 1: -0.211233 hartree
orbital energy 2: 0.085914 hartree
orbital energy 3: 0.234622 hartree
orbital energy 4: 0.482321 hartree
gap between orbitals 3 and 4: 0.247700 hartree
|W_ij|^2, i=1, j=1..3 (no unit): 0.547519 0.001949 0.059984
|W_ij|^2, i=2, j=1..3 (no unit): 0.001949 0.012946 0.159788
|W_ij|^2, i=3, j=1..3 (no unit): 0.059984 0.159788 0.006227
Response w.X.w, all in 1/hartree:
  full Green functions      -1.71307542
  occupied-empty sum        -1.71307542
  time propagation          -1.71307542
  largest pointwise error, propagation 1.6e-09
  largest element error, pair sum      5.7e-16
  largest |X - X transposed|           0.014650
Per orbital, 1/hartree: full, projected, difference
  1: -0.347261 -0.102044 -0.245217
  2: -0.936320 -0.593877 -0.342442
  3: -0.429495 -1.017154 0.587659
  sums: -1.713075 -1.713075 1.2e-14 (last: absolute value)
Occupied-occupied part of w.X.w, imaginary part, 1/hartree:
  plus branch -3.720028, minus branch 3.720028
  largest real part of either 6.6e-15
  largest matrix element: plus 0.150026, sum 6.0e-16
Fractional occupations [2.  2.  1.4 0.6] w.X.w in 1/hartree:
  full Green functions -1.651985
  time propagation     -1.651985
  four orbitals projected out -0.991495
Energy error 1e-05 hartree at omega 0.01 hartree:
  false uniform response 1.199999 1/hartree
  predicted              1.199999 1/hartree
  with projector, size   2.6e-16 1/hartree
Direct RPA correlation energy, softening length 1 bohr:
  quadrature, 24 nodes -0.09373963 hartree
  quadrature, 48 nodes -0.09373963 hartree
  excitation energies  -0.09373963 hartree
  converted            -2.55079 eV
success
```
